\section*{Comment: does a straight Poole-Frenkel plot prove trap emission?}

\section{The argument under review}

The manuscript concerns leakage through a thin insulating film between two electrodes. It argues as follows. Over the measured field range, a plot of $\ln(J/F)$ against $\sqrt F$ is straight, with a coefficient of determination $R^2$ above 0.99. Its slope gives a reasonable permittivity. The current is therefore Poole-Frenkel emission: electrons leave traps thermally, over a Coulomb barrier lowered by the field.

The forward implication is sound, since ideal Poole-Frenkel emission does give a straight line. The conclusion needs the converse: no other plausible current may give such a line and such a slope. I examine that converse for Schottky emission from an electrode and for elastic tunnelling out of a trap. The second process also involves traps, so the question is the emission mechanism and not merely whether traps exist.

I use atomic units in the algebra. $F>0$ is the force on the electron, $\kappa$ the optical relative permittivity, $m$ the effective mass and $kT$ the thermal energy. The field is taken as uniform, and the current as steady leakage after transients have ended. Trap occupation does not change with field, and series resistance is neglected.

\section{What the plot measures}

A carrier leaving a Coulomb trap, or an electrode with its image force, has the potential
\begin{equation}
V(x)=-\frac{c}{\kappa x}-Fx,\qquad
c=\begin{cases}1&\text{trap},\\ 1/4&\text{image force}.\end{cases}
\end{equation}
Setting $V'=c/(\kappa x^2)-F=0$ gives $x_m=\sqrt{c/(\kappa F)}$. Both terms then equal $-\sqrt{cF/\kappa}$, so the barrier is lowered by $2\sqrt{cF/\kappa}$. With
\begin{equation}
\Delta=\sqrt{F/\kappa},
\end{equation}
the lowering is $2\Delta$ for the trap and $\Delta$ for the electrode.

Let $u=\sqrt F$ and $y=\ln(J/F)$. In ideal Poole-Frenkel conduction the emitted carriers drift with a constant mobility, so $J\propto F\exp[-(\phi-2\Delta)/kT]$, where $\phi$ is the zero-field trap depth. Thus
\begin{equation}
y=\text{const}+\frac{2u}{\sqrt\kappa\,kT},\qquad
s=\frac{dy}{du}=\frac{2}{\sqrt\kappa\,kT}.
\end{equation}
Solving for the permittivity gives the usual reading of a measured slope,
\begin{equation}
\kappa_{\rm app}=\frac{4}{(s\,kT)^2}.
\label{reading}
\end{equation}
It is convenient to use the dimensionless slope $\Lambda=dy/d\ln u=us$. Ideal Poole-Frenkel emission has $\Lambda=2\Delta/kT$.

Now take any smooth current, in a window $u=u_0+\delta$ with $-h\le\delta\le h$. To second order,
\begin{equation}
y=y_0+y'\delta+\tfrac12y''\delta^2 .
\end{equation}
For points spread uniformly in $u$, $\langle\delta\rangle=\langle\delta^3\rangle=0$, $\langle\delta^2\rangle=h^2/3$ and $\langle\delta^4\rangle=h^4/5$. The least-squares slope is $\langle\delta y\rangle/\langle\delta^2\rangle=y'$, and the residual is $\frac12y''(\delta^2-h^2/3)$. Its mean square is
\begin{equation}
\frac{y''^2}{4}\left(\frac{h^4}{5}-\frac{h^4}{9}\right)=\frac{y''^2h^4}{45}.
\end{equation}
The total variance is $y'^2h^2/3$ to leading order, so
\begin{equation}
\text{rms residual}=\frac{|y''|h^2}{\sqrt{45}},\qquad
1-R^2=\frac{1}{15}\left(\frac{h\,y''}{y'}\right)^2 .
\label{straight}
\end{equation}
Both vanish as $h^2$ when $y'\ne0$. Straightness in a narrow window is thus a property of smooth functions. What matters is whether the competing currents are straight over a realistic window, and what slope they give.

\section{First competitor: Schottky emission}

When carriers cross the barrier region with little scattering, classical emission over an electrode barrier $\phi_B$ obeys $J\propto T^2\exp[-(\phi_B-\Delta)/kT]$, without the drift factor $F$. Dividing by $F=u^2$ gives
\begin{equation}
y=\text{const}+\frac{\Delta}{kT}-2\ln u,\qquad
\Lambda=\frac{\Delta}{kT}-2,\qquad u^2y''=2 .
\end{equation}
Inserting $s=\Lambda/u$ and $u=\sqrt\kappa\,\Delta$ in Eq.~\eqref{reading},
\begin{equation}
\kappa_{\rm app}=4\kappa\left(\frac{\Delta}{kT\,\Lambda}\right)^2
=\frac{4\kappa}{(1-2kT/\Delta)^2},\qquad \Delta>2kT .
\label{schottkykappa}
\end{equation}
At $\Delta=2kT$ the plot is flat, and at lower fields it slopes downward. For $\Delta\gg2kT$ the reading tends to $4\kappa$ within this classical law.

Tunnelling just below the top changes the slope. There the barrier is an inverted parabola with $m\omega^2=-V''(x_m)=2c/(\kappa x_m^3)$, so
\begin{equation}
\omega^2=\frac{2}{m}\sqrt{\frac{\kappa}{c}}\,F^{3/2}.
\end{equation}
An electron at energy $w$ below the top is transmitted with probability $1/(1+e^{2\pi w/\omega})$, and the thermal supply grows downward as $e^{w/kT}$. Put $q=\omega/(2\pi kT)$ and $t=e^{2\pi w/\omega}$:
\begin{equation}
\int_{-\infty}^{\infty}\!\frac{e^{w/kT}\,dw}{1+e^{2\pi w/\omega}}
=\frac{\omega}{2\pi}\int_0^\infty\!\frac{t^{q-1}}{1+t}\,dt
=\frac{\omega}{2\pi}\frac{\pi}{\sin\pi q}
=kT\frac{z}{\sin z},
\end{equation}
with $z=\pi q=\omega/(2kT)$. The integral over $t$ is the beta function of $q$ and $1-q$, and converges for $0<q<1$. Classical emission alone would give $kT$, so the current gains the factor $z/\sin z$. Since $z\propto F^{3/4}=u^{3/2}$,
\begin{equation}
\Lambda=\frac{\Delta}{kT}-2+\frac32\,(1-z\cot z).
\label{parabola}
\end{equation}

The image barrier is not quite parabolic. With $x=x_me^\tau$ it is $V=-\Delta\cosh\tau$. Let $\epsilon=w/\Delta$ and $\cosh\tau=1+p^2$, so that $d\tau=\sqrt2\,dp/\sqrt{1+p^2/2}$. In $dx=x_me^\tau d\tau$ the odd part of $e^\tau$ integrates to zero, leaving $\cosh\tau$. The tunnelling action is then
\begin{align}
S&=2\int\sqrt{2m(V+\Delta+w)}\,dx\nonumber\\
&=4x_m\sqrt{m\Delta}\int_{-\sqrt\epsilon}^{\sqrt\epsilon}
\sqrt{\epsilon-p^2}\,\frac{1+p^2}{\sqrt{1+p^2/2}}\,dp\nonumber\\
&=4x_m\sqrt{m\Delta}\left(\frac{\pi\epsilon}{2}+\frac34\,\frac{\pi\epsilon^2}{8}+\cdots\right)\nonumber\\
&=\frac{2\pi w}{\omega}\left(1+\frac{3w}{16\Delta}+\cdots\right).
\end{align}
The third line uses $(1+p^2)/\sqrt{1+p^2/2}=1+3p^2/4+\cdots$; the last uses $\omega=\sqrt{\Delta/m}/x_m$.

For numbers I take round model parameters, $\kappa=4$, $m=0.5$ and $\phi_B=1$~eV, at 400~K. The window is 0.003 to 0.005~eV/\AA, with centre $F_0=u_0^2=0.00394$~eV/\AA. There $\Delta=0.1190$~eV and $kT=0.03447$~eV, so the classical slope is $\Lambda=3.45-2=1.45$. Equation~\eqref{parabola} raises it to 2.40. The complete image barrier, integrated with the Fermi-Dirac electron supply and transmission $1/(1+e^S)$, gives 2.23. Keeping just the first anharmonic term gives 2.22, which accounts for nearly all of the shift from 2.40.

The fitted line has $R^2=0.997$ and an rms residual of 0.009 in $\ln(J/F)$, about 0.9\% in current. Equation~\eqref{straight} explains this: $h/u_0=0.127$ and $u^2y''=3.66$ give $3.66\times0.127^2/\sqrt{45}=0.009$. By the manuscript's criterion of straightness, this electrode-limited current passes within the semiclassical model. That model omits reflection from the steep inner side of the image potential, which here spans less than half a wavelength. Solving the wave equation with the potential cut off 3 to 6~eV below the band edge gives $\Lambda$ from 1.7 to 1.5, $R^2$ from 0.989 to 0.986 and a reading from 68 to 89. The Schottky numbers in this report are the semiclassical ones and depend on the interface to this extent.

Its slope is another matter. The reading is $\kappa_{\rm app}=39$, far from the optical value 4 that was put in. In a low-mobility film, where carriers drift and diffuse over the barrier, the classical current is $J\propto1/\int_0^\infty e^{V/kT}dx$. The substitution $x=x_me^\tau$ turns the integral into $2x_mK_1(\Delta/kT)$, so $\Lambda=(\Delta/kT)\,K_0/K_1=3.04$ and the reading is $4\kappa(K_1/K_0)^2\approx21$. The cruder law $J\propto F e^{\Delta/kT}$ reads $4\kappa=16$. Both are well above 4. If the optical permittivity is known and Eq.~\eqref{reading} applies, the slope rejects the Poole-Frenkel assignment. That protection weakens if any value between the optical and static permittivities is accepted, or if trap compensation is invoked. With a compensation factor $r$ between 1 and 2, the exponent is divided by $r$, so $s=2/(r\sqrt\kappa\,kT)$ and the inferred permittivity is divided by $r^2$. For $r=2$ the same line reads 9.6. A free $r$ thus removes much of the force of the slope test.

\section{Second competitor: tunnelling from a trap}

Consider a short-range trap that is neutral when empty, so that the departing electron sees no Coulomb tail. From depth $\phi_t$ it tunnels through a triangular barrier of length $\phi_t/F$. The exponent is
\begin{equation}
2\int_0^{\phi_t/F}\!\sqrt{2m(\phi_t-Fx)}\,dx=\frac BF,\qquad
B=\frac43\sqrt{2m}\,\phi_t^{3/2}.
\end{equation}

The prefactor matters, because the plot divides by $F$. It can be found for a one-dimensional delta well. In the scaled length $\sqrt m\,x$ the force is $f=F/\sqrt m$, and the well $-a\,\delta$ has depth $a^2/2=\phi_t$. With $b^3=2f$ and $\xi=-bE/f$ at the well, the wave is $\mathrm{Ai}$ on the closed side and the outgoing combination $\mathrm{Bi}+i\,\mathrm{Ai}$ on the open side. The derivative jumps by $-2a$ times the wave function. Using the Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi}=1/\pi$, this becomes
\begin{equation}
2\pi a\,\mathrm{Ai}(\xi)\,[\mathrm{Bi}(\xi)+i\,\mathrm{Ai}(\xi)]=b .
\label{resonance}
\end{equation}
At weak field $\xi$ is large, $\mathrm{Ai}\,\mathrm{Bi}\simeq1/(2\pi\sqrt\xi)$ and $\mathrm{Ai}/\mathrm{Bi}\simeq\frac12e^{-2\zeta}$, with $\zeta=\frac23\xi^{3/2}$. Hence $b\sqrt\xi\simeq a(1+\frac i2e^{-2\zeta})$, and
\begin{equation}
E=-\frac{b^2\xi}{2}\simeq-\phi_t\left(1+ie^{-2\zeta}\right),\qquad
\Gamma=-2\,\mathrm{Im}\,E\simeq2\phi_t\,e^{-B/F}.
\end{equation}
The last step uses $2\zeta=2a^3/(3f)=B/F$. In one dimension the leading prefactor is independent of field. With fixed trap occupation, and every emitted electron collected, $J\propto\Gamma$, and therefore
\begin{equation}
y=\text{const}-\frac{B}{u^2}-2\ln u,\quad
\Lambda=\frac{2B}{F}-2,\quad
u^2y''=2-\frac{6B}{F}.
\label{trap}
\end{equation}

Can this current return the true permittivity? At a chosen field $F_0$, with $\Delta_0=\sqrt{F_0/\kappa}$, equate its slope to the ideal Poole-Frenkel slope:
\begin{equation}
\frac{2B}{F_0}-2=\frac{2\Delta_0}{kT}
\quad\Longrightarrow\quad
B=F_0\left(1+\frac{\Delta_0}{kT}\right).
\end{equation}
A positive solution exists for every $F_0$ and $T$, although the assumed process must also be physically relevant there.

With the same $\kappa$ and $m$, take 300~K and the window 0.018 to 0.022~eV/\AA. At its centre $F_0=0.01995$~eV/\AA, $\Delta_0=0.2680$~eV and $kT=0.02585$~eV. Then $B=0.01995\,(1+10.37)=0.2268$~eV/\AA, which corresponds to $\phi_t=0.604$~eV (0.0222~hartree). For a point trap in three dimensions, the spread of transverse momenta adds a factor $F$ to $\Gamma$. Then $\Lambda=2B/F$, and the same match needs $B=F_0\Delta_0/kT=0.207$~eV/\AA, or $\phi_t=0.568$~eV. Nothing in the plot itself excludes either depth. The numbers below are for the one-dimensional well. The tunnelling length $\phi_t/F_0$ is 30~\AA. The trap must lie farther than this from the collecting electrode. The escape rate at this depth is about $2\times10^{10}$~s$^{-1}$, so fixed occupation needs refilling faster than about 50~ps, and $10^{10}$ filled traps per cm$^2$ would already carry about 30~A/cm$^2$. Where refilling limits the current, $J$ no longer follows $\Gamma$. The example shows what the plot cannot exclude; the absolute current must be checked separately.

I then solve Eq.~\eqref{resonance} numerically instead of assuming the exponential law. The rates give an effective $B$ of 0.2241~eV/\AA, 1.2\% below the semiclassical value. The Poole-Frenkel plot of these rates has $R^2=0.998$ and yields $\kappa_{\rm app}=4.08$. The manuscript's two criteria, straightness and a sensible permittivity, are both met by a current with no thermal emission in it.

The rms residual here is 0.025, about 2.5\% in current and nearly three times the Schottky value, yet $R^2$ is slightly higher. The reason is in Eq.~\eqref{straight}: $R^2$ compares the residual with the total rise, and this plot is much steeper, with $\Lambda=20.5$ against 2.23. Its relative window is also narrower, with $h/u_0=0.050$ against 0.127; at equal relative widths its $R^2$ would be the lower of the two. $R^2$ is not a measure of curvature alone.

\section{Where each law can be used}

An electron might first be excited by $\eta$ within the trap and then tunnel. The competing exponent is
\begin{equation}
g(\eta)=-\frac{\eta}{kT}-\frac{4\sqrt{2m}}{3F}(\phi_t-\eta)^{3/2},\quad
g'(\eta)=-\frac1{kT}+\frac{2\sqrt{2m(\phi_t-\eta)}}{F}.
\end{equation}
Since $g'$ is largest at $\eta=0$, excitation is unfavourable throughout when $2kT\sqrt{2m\phi_t}/F<1$. This ratio is 0.73 at the centre of the window. It is below one but not small, so a trap with excited levels or strong phonon coupling would need its own calculation. The present trap is rigid and has a single level.

The Poole-Frenkel law has a limit of its own. For $c=1$, the integral giving $z/\sin z$ requires $\omega_{\rm PF}/(2\pi kT)<1$, with $\omega_{\rm PF}^2=2\kappa^{1/2}F^{3/2}/m$. In the high-field window this ratio runs from 1.21 to 1.41, and is 1.31 at the centre. The thermal supply then grows downward faster than the parabolic transmission falls, and emission is no longer concentrated near the top. Even a genuine Coulomb trap would not follow the classical law there, at least along the field direction treated here. A reading of $\kappa_{\rm app}\approx4$ in that window is therefore no evidence for the thermal law.

In the low-field window at 400~K the ratio is 0.29 and the thermal picture is usable. Even so, the factor $z/\sin z$ steepens the plot, and in this parabolic approximation a true Poole-Frenkel current with $\kappa=4$ reads about 3.5. This counts escape along the field only; a classical average over all escape directions in three dimensions moves the reading the other way, to about 5.2. A departure of this size from the optical permittivity is therefore no ground for rejecting Poole-Frenkel emission in these conditions.

\section{Evidence that would support the claim}

\textit{Temperature.} Ideal Poole-Frenkel emission gives the same $\kappa_{\rm app}$ at every temperature. Elastic tunnelling has a slope independent of $T$, so its reading falls as $1/T^2$: from 4.08 at 300~K to $4.08\,(300/350)^2=3.00$ at 350~K. The Schottky reading moves the other way, from 39 at 400~K to 54 at 450~K, mainly because $\Delta/kT$ approaches the value at which the classical plot becomes flat, and partly because tunnelling adds less slope at the higher temperature. A temperature series would thus expose both currents computed here. It would be a weak test against drift-limited Schottky emission, whose classical reading stays near 21 at both 400 and 450~K. Nor would it exclude phonon-assisted tunnelling, which can itself be thermally activated.

\textit{Field range.} Widening the tunnelling window to 0.016--0.024~eV/\AA\ raises the rms residual from 0.025 to 0.104, in line with the $h^2$ law. $R^2$ is still 0.993, so the threshold of 0.99 would miss the change. The local slope does not: the permittivity it implies runs from 2.0 at the lower end to 7.6 at the upper. The manuscript should show residuals and local slopes. At equal relative window width $h/u_0$, the residuals are a weaker check against Schottky emission, whose curvature $u^2y''$ is 3.7 in the example against $-67$ for tunnelling.

\textit{Activation energy.} Define $E_a=-\partial\ln J/\partial(1/kT)$ at fixed field. The classical laws, with a temperature-independent Poole-Frenkel prefactor, give
\begin{equation}
E_a^{\rm PF}=\phi-2\Delta,\qquad E_a^{\rm S}=\phi_B-\Delta+2kT .
\end{equation}
Against $u$ their slopes are $-2/\sqrt\kappa$ and $-1/\sqrt\kappa$. The division by $F$, which distorted the Schottky slope in the original plot, has dropped out. Two limits remain. Tunnelling near the top steepens both slopes, the Schottky one by about half in the 400~K example, so measured slopes should be compared with values that include it. Compensation with $r=2$ halves the classical Poole-Frenkel slope to the classical Schottky value.

\textit{Electrodes.} At fixed field and temperature, changing $\phi_B$ by $\delta\phi_B$ shifts the classical Schottky $\ln J$ by $-\delta\phi_B/kT$. A bulk-limited current with unchanged trap occupation has no such shift. This comparison is useful where compensation has spoiled the slope test, provided that the new electrode does not also alter the traps or the internal field.

The data as presented are compatible with Poole-Frenkel emission, but they do not establish it. I ask that the claim be restated in those terms, or supported by the temperature series, local slopes and electrode comparison described above. Most of the computed values behind these remarks are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
Optical relative permittivity: 4
Effective mass: 0.5 electron masses
Electrode barrier: 1 eV
SCHOTTKY EMISSION, LOW FIELD
Temperature: 400 K
Thermal energy: 0.034469 eV
Window start: 0.003 eV/angstrom
Window end: 0.005 eV/angstrom
Centre field: 0.0039365 eV/angstrom
Image lowering Delta: 0.11904 eV
Lambda, classical: 1.4536
Lambda, parabolic top: 2.3991
Lambda, first anharmonic term: 2.2197
Lambda, full image barrier: 2.227
Curvature u^2 y'', full barrier: 3.6644
Fit R squared: 0.997062
Fit rms residual in ln(J/F): 0.0088541
Apparent permittivity, r=1: 38.579
Apparent permittivity, r=2: 9.6449
Second temperature: 450 K
Apparent permittivity there, r=1: 54.269
True PF current: top-tunnelling ratio: 0.29084
True PF current: apparent permittivity: 3.5327
TRAP TUNNELLING, HIGH FIELD
Temperature: 300 K
Thermal energy: 0.025852 eV
Window start: 0.018 eV/angstrom
Window end: 0.022 eV/angstrom
Centre field: 0.01995 eV/angstrom
Image lowering Delta: 0.26799 eV
Tunnelling constant B: 0.22676 eV/angstrom
Matching trap depth: 0.60404 eV
Matching trap depth: 0.022198 hartree
Tunnelling length at centre: 30.278 angstrom
B from exact resonances: 0.22409 eV/angstrom
Log prefactor correction: -0.11145
Lambda, tunnelling formula: 20.733
Lambda, exact resonance: 20.469
Curvature u^2 y'', exact resonance: -66.76
Fit R squared: 0.998218
Fit rms residual in ln(J/F): 0.025106
Apparent permittivity: 4.0786
Second temperature: 350 K
Apparent permittivity there: 2.9965
Wide window start: 0.016 eV/angstrom
Wide window end: 0.024 eV/angstrom
Wide-window R squared: 0.992774
Wide-window rms residual: 0.1041
Local permittivity at wide start: 2.0158
Local permittivity at wide end: 7.5589
Thermal-assistance ratio at centre: 0.72969
Thermal-assistance ratio at wide start: 0.90983
PF top-tunnelling ratio at centre: 1.3098
\end{verbatim}
